\section*{The nonzero (222) Fourier component of electron density in diamond-structure crystals}

\section{A density with $S(222)=0$ and $\rho(222)\neq 0$}

Place one spherical cloud of charge on every atom of a diamond crystal and a second, smaller one on the midpoint of every bond. This density has the full symmetry of the crystal, and its Fourier components can be written down by hand.

Hartree atomic units are used. The lattice is face-centred cubic with cube edge $a$: its vectors are $\mathbf L=\frac a2(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ even, and the primitive cell has volume $\Omega=a^3/4$. The origin is a bond midpoint, so atoms A and B sit at $\pm\boldsymbol\tau$ with $\boldsymbol\tau=\frac a8(1,1,1)$, and the nuclei are at rest. Reciprocal vectors are $\mathbf G=\frac{2\pi}{a}(h,k,l)$ with $h,k,l$ all odd or all even. For the electron number density $\rho$, define, in electrons per primitive cell,
\begin{equation}
n(\mathbf G)=\Omega\rho(\mathbf G)=\int_{\rm cell}\rho(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\end{equation}
For a function $f$ repeated at the points $\mathbf c+\mathbf L$, substitute $\mathbf r=\mathbf s+\mathbf c+\mathbf L$ and use $e^{-i\mathbf G\cdot\mathbf L}=1$. The shifted cells fill all space, so
\begin{equation}
\int_{\rm cell}\sum_{\mathbf L}f(\mathbf r-\mathbf L-\mathbf c)\,e^{-i\mathbf G\cdot\mathbf r}d^3r=e^{-i\mathbf G\cdot\mathbf c}F(\mathbf G),\qquad F(\mathbf G)=\int f(\mathbf s)\,e^{-i\mathbf G\cdot\mathbf s}d^3s .
\label{unfold}
\end{equation}
The normalized Gaussian $g_\alpha(\mathbf s)=(\alpha/\pi)^{3/2}e^{-\alpha s^2}$ has $F=e^{-G^2/4\alpha}$, since in each direction $-\alpha x^2-iqx=-\alpha(x+iq/2\alpha)^2-q^2/4\alpha$.

If both atoms carry the same function $f$, Eq.~(\ref{unfold}) gives $n=S\,F$ with the structure factor
\begin{equation}
S(\mathbf G)=e^{-i\mathbf G\cdot\boldsymbol\tau}+e^{i\mathbf G\cdot\boldsymbol\tau}=2\cos\frac{\pi(h+k+l)}{4}.
\end{equation}
At $(222)$ the angle is $3\pi/2$ and at $(200)$ it is $\pi/2$, so $S$ vanishes at both.

The four neighbours of A lie at $\boldsymbol\tau+2\mathbf d_j$, where $\mathbf d_j$ is $\frac a8$ times $(-1,-1,-1)$, $(-1,1,1)$, $(1,-1,1)$ or $(1,1,-1)$. For example $\boldsymbol\tau+\frac a4(-1,1,1)=-\boldsymbol\tau+\frac a2(0,1,1)$ is a B site. The midpoints $\boldsymbol\tau+\mathbf d_j$ are $\mathbf 0$, $\frac a4(0,1,1)$, $\frac a4(1,0,1)$, $\frac a4(1,1,0)$. Their phases are $e^{-i\pi(k+l)/2}$ and its analogues, which are real because $k+l$ is even:
\begin{equation}
S_b=1+\cos\frac{\pi(k+l)}2+\cos\frac{\pi(h+l)}2+\cos\frac{\pi(h+k)}2 .
\end{equation}
Let each bond carry $q\,g_{\alpha_b}$ and each atom $(Z-2q)g_\alpha$, so that two atoms and four bonds hold $2Z$ electrons. Then
\begin{equation}
n(\mathbf G)=(Z-2q)\,S\,e^{-G^2/4\alpha}+q\,S_b\,e^{-G^2/4\alpha_b}.
\end{equation}
At $(200)$, $S_b=1+1-1-1=0$ and $n=0$. At $(222)$ every cosine is $\cos2\pi$, $S_b=4$, and $n(222)=4q\,e^{-G^2/4\alpha_b}$.

Take the lattice constant and valence of silicon, $a=5.43$~\AA{} $=10.2612$ bohr and $Z=4$, with the illustrative values $\alpha=0.5$ bohr$^{-2}$, $q=0.3$, $\alpha_b=1$ bohr$^{-2}$. These are not fitted to silicon; the atomic Gaussian is more compact than the valence cloud of a silicon atom. Then $2\pi/a=0.61232$ bohr$^{-1}$, $G^2=12(0.61232)^2=4.4993$ bohr$^{-2}$, $e^{-4.4993/4}=0.32471$, and
\begin{equation}
n(222)=4\times0.3\times0.32471=0.3897 .
\end{equation}
Any isometry that maps atoms to atoms maps bond midpoints to bond midpoints, so no symmetry has been broken. The component disappears for $q\to0$, and also for a diffuse bond charge, $\alpha_b\ll G^2/4$. The inference that $S(\mathbf G)=0$ forces $n(\mathbf G)=0$ is therefore false. It treats $n=SF$ as a property of the crystal, when it rests on the assumption that A and B carry the same function in the same orientation.

\section{The general statement}

Let $\rho$ be real and invariant under the space group of the diamond structure.

(a) $n(\mathbf G)$ vanishes for every such $\rho$ if and only if some operation $\{R|\mathbf t\}$ has $R\mathbf G=\mathbf G$ and $e^{i\mathbf G\cdot\mathbf t}\ne1$. This holds for $(200)$ and fails for $(222)$.

(b) $\rho$ can be written as a sum of one-centre functions with $f_B(\mathbf s)=f_A(-\mathbf s)$, and with $F$ the transform of $f_A$,
\begin{equation}
n(\mathbf G)=2\left[\mathrm{Re}F\cos\mathbf G\cdot\boldsymbol\tau+\mathrm{Im}F\sin\mathbf G\cdot\boldsymbol\tau\right],\qquad n(222)=-2\,\mathrm{Im}F(222).
\label{main}
\end{equation}
$S=0$ removes the part of $f_A$ even about the nucleus, spherical or not, and leaves the odd part.

(c) Without any partition, $n(222)=\int_{\rm cell}\rho(\boldsymbol\tau+\mathbf s)\sin(\mathbf G\cdot\mathbf s)\,d^3s$.

\section{Proof}

\subsection{Part (a)}
Invariance means $\rho(\mathbf r)=\rho(R\mathbf r+\mathbf t)$. Put $\mathbf r'=R\mathbf r+\mathbf t$. Since $R$ is orthogonal, $d^3r=d^3r'$ and $\mathbf G\cdot\mathbf r=R\mathbf G\cdot R\mathbf r=R\mathbf G\cdot(\mathbf r'-\mathbf t)$. The image of a cell is again a primitive cell, so
\begin{equation}
n(\mathbf G)=e^{iR\mathbf G\cdot\mathbf t}\,n(R\mathbf G).
\label{sym}
\end{equation}
If $R\mathbf G=\mathbf G$, then $(1-e^{i\mathbf G\cdot\mathbf t})\,n(\mathbf G)=0$, and a phase other than 1 forces $n=0$. For the converse, suppose all such phases equal 1. Put a Gaussian on every image $R\mathbf x+\mathbf t+\mathbf L$ of a point $\mathbf x$, with one $\mathbf t$ for each $R$. This density is invariant, and
\begin{equation}
n(\mathbf G)=e^{-G^2/4\alpha}\sum_{R}e^{-i\mathbf G\cdot\mathbf t}\,e^{-i(R^{-1}\mathbf G)\cdot\mathbf x}.
\end{equation}
The coefficient of $e^{-i\mathbf G\cdot\mathbf x}$ is the number of operations that fix $\mathbf G$, which is at least 1. Plane waves of different wave vector are linearly independent in $\mathbf x$, so the sum is nonzero for some $\mathbf x$.

For $(200)$ take the diamond glide $(x,y,z)\to(x-\frac a4,\,y-\frac a4,\,-z)$. It maps the lattice to itself, sends $\boldsymbol\tau$ to $\frac a8(-1,-1,-1)=-\boldsymbol\tau$, and sends $-\boldsymbol\tau$ to $\frac a8(-3,-3,1)=\boldsymbol\tau-\frac a2(1,1,0)$, so it is a symmetry. It fixes every $(hk0)$ with phase $e^{-i\pi(h+k)/2}$, which is $-1$ for $(200)$.

For $(222)$, any $R$ must preserve the lattice and is therefore a permutation of the axes with signs. Those that fix $(222)$ are the six pure permutations. They fix $\pm\boldsymbol\tau$, so $\{R|\mathbf 0\}$ is a symmetry. Any other operation with the same $R$ differs from it by a pure translation that preserves the crystal. A translation taking A to B is $-2\boldsymbol\tau+\mathbf L$ and sends B to $-3\boldsymbol\tau+\mathbf L$. This would be an atomic site only if $2\boldsymbol\tau$ or $4\boldsymbol\tau=\frac a2(1,1,1)$ were a lattice vector, and neither is. Hence $\mathbf t$ is a lattice vector and every phase is 1.

\subsection{Part (b)}
Inversion through the origin exchanges A and B, so $\rho(-\mathbf r)=\rho(\mathbf r)$. Let $D(\mathbf r)=\sum_{\mathbf L}[g_\alpha(\mathbf r-\mathbf L-\boldsymbol\tau)+g_\alpha(\mathbf r-\mathbf L+\boldsymbol\tau)]$, which is positive, periodic and even, and define $f_{A,B}(\mathbf s)=g_\alpha(\mathbf s)\,\rho(\mathbf s\pm\boldsymbol\tau)/D(\mathbf s\pm\boldsymbol\tau)$. The lattice sum of $f_A(\mathbf r-\mathbf L-\boldsymbol\tau)+f_B(\mathbf r-\mathbf L+\boldsymbol\tau)$ is $\rho D/D=\rho$. Because $g_\alpha$, $\rho$ and $D$ are even,
\begin{equation}
f_B(\mathbf s)=g_\alpha(-\mathbf s)\,\frac{\rho(\boldsymbol\tau-\mathbf s)}{D(\boldsymbol\tau-\mathbf s)}=f_A(-\mathbf s).
\end{equation}
For real $f_A$ this gives $F_B(\mathbf G)=F(-\mathbf G)=F^*(\mathbf G)$. With $\phi=\mathbf G\cdot\boldsymbol\tau$, Eq.~(\ref{unfold}) yields
\begin{align}
n&=Fe^{-i\phi}+F^*e^{i\phi}=2\,\mathrm{Re}\left[(\mathrm{Re}F+i\,\mathrm{Im}F)(\cos\phi-i\sin\phi)\right]\nonumber\\
&=2\left[\mathrm{Re}F\cos\phi+\mathrm{Im}F\sin\phi\right].
\end{align}
At $\phi=3\pi/2$, $\cos\phi=0$ and $\sin\phi=-1$, which is Eq.~(\ref{main}). Since $\mathrm{Re}F=\int f_A\cos\mathbf G\cdot\mathbf s$ and $\mathrm{Im}F=-\int f_A\sin\mathbf G\cdot\mathbf s$, the first sees only the even part of $f_A$ and the second only the odd part. The partition is not unique, but $\mathrm{Im}F(222)$ is, being fixed by $n(222)$.

The operations that leave A in place form the group $T_d$: permutations of the components of $\mathbf s$ combined with reversal of two signs or none. For instance, $\mathrm{diag}(-1,-1,1)$ about A takes the B atom at $\mathbf s=-\frac a4(1,1,1)$ to $\frac a4(1,1,-1)=2\mathbf d_4$, another B atom. Inversion $\mathbf s\to-\mathbf s$ is absent, because it would put an atom at $\mathbf r=3\boldsymbol\tau$. The function $f_A$ built above inherits this symmetry. Its odd part changes sign under $\mathbf s\to-\mathbf s$ and is unchanged under $(x,y)\to(-x,-y)$, so it is odd in $z$ alone, and likewise in $x$ and in $y$. Its lowest term is therefore $xyz$, an $l=3$ harmonic. When $G_z=0$ the factor $\sin\mathbf G\cdot\mathbf s$ is independent of $z$ and $\mathrm{Im}F=0$, which recovers $n(200)=0$.

The counter-example fits this form. Give A half of each of its four bond charges. At $(222)$, $\mathbf G\cdot\mathbf d_j$ is $-3\pi/2$ once and $\pi/2$ three times, and each $e^{-i\mathbf G\cdot\mathbf d_j}=-i$. Thus $\mathrm{Im}F=\frac q2(-4)e^{-G^2/4\alpha_b}=-0.19483$, and $-2\,\mathrm{Im}F=0.3897$.

\subsection{Part (c)}
Put $\mathbf r=\boldsymbol\tau+\mathbf s$ and use $e^{-3\pi i/2}=i$:
\begin{equation}
n(222)=i\int\rho(\boldsymbol\tau+\mathbf s)\cos\mathbf G\cdot\mathbf s\,d^3s+\int\rho(\boldsymbol\tau+\mathbf s)\sin\mathbf G\cdot\mathbf s\,d^3s .
\end{equation}
By Eq.~(\ref{main}) $n$ is real, so the first integral vanishes and the second is $n(222)$. On a cell symmetric under $\mathbf s\to-\mathbf s$ only the part of $\rho$ odd about A contributes. An odd total density is necessary and not sufficient. Spherical atoms give one, because the neighbours are arranged tetrahedrally: for $f=Zg_\alpha$ the odd part of $\Omega\rho$ reaches 34.3 electrons per cell. The B atoms sit at $\mathbf s=-2\boldsymbol\tau+\mathbf L$, however, and their projection is $F\sin(-2\mathbf G\cdot\boldsymbol\tau)=F\sin(-3\pi)=0$.

These results need the diamond space group. In the zincblende structure A and B differ, inversion and glide are lost, and spherical atoms give $n(200)=-i(F_A-F_B)$. With vibrating nuclei the time-averaged density is still covered, and anharmonic motion can add an $xyz$ term of its own. In a calculation whose $k$ mesh lacks the point symmetry and whose density is not symmetrized, a spurious $n(200)$ can appear.

\section{Even and odd distortions of one atom}

Take $f_A=g_\alpha\,[Z+\beta xyz+\gamma K_4(\mathbf s)]$ with $K_4=x^4+y^4+z^4-\frac35s^4$. A factor $x$ becomes $i\,\partial/\partial G_x$ acting on $E=e^{-cG^2}$, $c=1/4\alpha$. For $xyz$ each direction gives $-iG_j/2\alpha$, and $(-i)^3=i$. For $K_4$, $i^4=1$, and from $\partial_j^2E=(4c^2G_j^2-2c)E$ and $\nabla^2E=(4c^2G^2-6c)E$ the product rule gives
\begin{align}
\partial_j^4E&=\left[8c^2-32c^3G_j^2+(4c^2G_j^2-2c)^2\right]E,\\
\textstyle\sum_j\partial_j^4E&=\left[16c^4\textstyle\sum_jG_j^4-48c^3G^2+36c^2\right]E,\\
\nabla^4E&=\left[24c^2-32c^3G^2+(4c^2G^2-6c)^2\right]E\nonumber\\
&=\left[16c^4G^4-80c^3G^2+60c^2\right]E .
\end{align}
Subtracting $\frac35$ of the last line from the one before cancels the lower terms and leaves $16c^4K_4(\mathbf G)E$. Hence
\begin{equation}
\mathrm{Re}F=\left[Z+\frac{\gamma K_4(\mathbf G)}{16\alpha^4}\right]e^{-G^2/4\alpha},\qquad \mathrm{Im}F=\frac{\beta\,G_xG_yG_z}{8\alpha^3}\,e^{-G^2/4\alpha}.
\end{equation}
All four $\mathbf d_j$ have $xyz<0$, so $\beta<0$ moves charge into the bonds. Choose $\beta=-0.3$ bohr$^{-3}$ and $\gamma=0.05$ bohr$^{-4}$. The polynomial makes the summed density slightly negative in a small part of the cell, so the model serves only to display the Fourier components. With $G_xG_yG_z=1.8367$ bohr$^{-3}$, $e^{-G^2/4\alpha}=0.10544$ and $8\alpha^3=1$, $\mathrm{Im}F=-0.3\times1.8367\times0.10544=-0.05810$ and $n(222)=+0.1162$, the sign of the bond model. The $\gamma$ term is aspherical and shifts $n(400)$ from $-0.3985$ to $-0.4702$, yet it leaves $n(222)=0$. The relevant property is parity about the nucleus.

\section{Plane waves with $V(222)=0$}

A local pseudopotential built from spherical atoms has $V(\mathbf G)=v(|\mathbf G|)\cos\mathbf G\cdot\boldsymbol\tau$, so $V(222)=0$; take $V(\mathbf 0)=0$. Write the periodic part of an orbital as $u=\sum c(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ with $\sum|c|^2=1$, and $H_{\mathbf G\mathbf G'}=\frac12|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+V(\mathbf G-\mathbf G')$. For doubly occupied bands on $N_k$ points, $\Omega\rho=(2/N_k)\sum_{m\mathbf k}|u_{m\mathbf k}|^2$. In $|u|^2=\sum c^*(\mathbf G')c(\mathbf G'')e^{i(\mathbf G''-\mathbf G')\cdot\mathbf r}$ the cell average against $e^{-i\mathbf G\cdot\mathbf r}$ selects $\mathbf G''=\mathbf G'+\mathbf G$:
\begin{equation}
n(\mathbf G)=\frac2{N_k}\sum_{m\mathbf k}\sum_{\mathbf G'}c^*_{m\mathbf k}(\mathbf G')\,c_{m\mathbf k}(\mathbf G'+\mathbf G).
\label{conv}
\end{equation}
No structure factor appears here.

One electron in the lowest, nondegenerate orbital at $\mathbf k=0$ shows the mechanism. Scale $V\to\lambda V$, set $E_{\mathbf G}=G^2/2$, and expand $(E_{\mathbf G}-\varepsilon)c(\mathbf G)+\lambda\sum V(\mathbf G-\mathbf G_1)c(\mathbf G_1)=0$ about $c^{(0)}=\delta_{\mathbf G,0}$, $\varepsilon^{(0)}=0$. At first order $\varepsilon^{(1)}=V(\mathbf 0)=0$, $c^{(1)}(\mathbf 0)=0$ by normalization, and $c^{(1)}(\mathbf G)=-V(\mathbf G)/E_{\mathbf G}$. At second order, for $\mathbf G\neq0$, the terms $\varepsilon^{(1)}c^{(1)}$ and $\varepsilon^{(2)}c^{(0)}$ vanish, so $E_{\mathbf G}c^{(2)}(\mathbf G)=\sum_{\mathbf G_1\ne0}V(\mathbf G-\mathbf G_1)V(\mathbf G_1)/E_{\mathbf G_1}$. The $c$ are real and even in $\mathbf G$, as $V$ is. In $\sum c(\mathbf G')c(\mathbf G'+\mathbf G)$ the terms $\mathbf G'=0$ and $\mathbf G'=-\mathbf G$ give $2c(\mathbf G)$, and the others, with $\mathbf G'=-\mathbf G_1$, give products $c^{(1)}c^{(1)}$. With $\mathbf G_2=\mathbf G-\mathbf G_1$,
\begin{equation}
n^{(1)}=-\frac{2V(\mathbf G)}{E_{\mathbf G}},\qquad
n^{(2)}=2\sum_{\mathbf G_1}\frac{V(\mathbf G_1)V(\mathbf G_2)}{E_{\mathbf G}E_{\mathbf G_1}}+\sum_{\mathbf G_1}\frac{V(\mathbf G_1)V(\mathbf G_2)}{E_{\mathbf G_1}E_{\mathbf G_2}} .
\end{equation}
Linear response about the uniform state carries the structure factor and vanishes at $(222)$, so for this orbital $n(222)\propto\lambda^2$ in a weak potential.

Choose $v=-0.105,\ 0.020,\ 0.040$ Ha on the shells $h^2+k^2+l^2=3,8,11$, roughly typical of silicon, and zero elsewhere. A vector of shell 8 has its partner $\mathbf G_2$ in shell 4 or in shell 20 or higher, where $v=0$. For odd vectors each component pair is $(1,1)$, $(3,-1)$ or $(-1,3)$, with at most one 3 per vector. The ordered pairs are $(111)+(111)$ once, six of type $(311)+(\bar111)$, and six of type $(31\bar1)+(\bar113)$. The values are $V(111)=-0.105\cos\frac{3\pi}4=0.07425$, $V(\bar111)=-0.07425$ and $V(311)=V(31\bar1)=V(\bar113)=-0.02828$ Ha, so all products are positive. With $A=0.07425$, $B=0.02828$, $E_3=0.5624$, $E_{11}=2.0622$, $E_{12}=2.2496$ Ha,
\begin{align}
\frac{2}{E_{12}}\left[\frac{A^2}{E_3}+3AB\Big(\frac1{E_3}+\frac1{E_{11}}\Big)+\frac{6B^2}{E_{11}}\right]&=0.02346,\\
\frac{A^2}{E_3^2}+\frac{6AB}{E_3E_{11}}+\frac{6B^2}{E_{11}^2}&=0.02942 .
\end{align}
The sum is $n^{(2)}=0.052878$. Diagonalization at $\lambda=\pm0.01$ gives the even quotient $[n(\lambda)+n(-\lambda)]/2\lambda^2=0.052877$, and the odd quotient $[n(\lambda)-n(-\lambda)]/2\lambda=n^{(1)}+\lambda^2n^{(3)}+\dots$ is $-3.4\times10^{-7}$, consistent with $n^{(1)}=0$ and a residue from the third-order term.

At $\lambda=1$, four filled bands on a $6^3$ mesh centred at $\Gamma$ with cutoff 4.556 Ha (137 plane waves at $\Gamma$) are separated from the fifth by 0.943 eV on the mesh; this mesh misses the conduction minimum on the $\Gamma$--X line, and the gap of the model is about 0.82 eV. The last column below is Eq.~(\ref{conv}).

\begin{center}
\begin{tabular}{ccccc}
$hkl$ & spherical & with $\beta,\gamma$ & bond & bands\\
111 & $-3.2235$ & $-3.2654$ & $-3.1929$ & $-1.6485$\\
200 & 0 & 0 & 0 & 0\\
220 & $-1.7855$ & $-1.7654$ & $-1.5176$ & 0.2780\\
222 & 0 & 0.1162 & 0.3897 & 0.5254\\
442 & 0 & $-0.0052$ & 0 & 0.0125
\end{tabular}
\end{center}

Meshes $4^3$, $6^3$, $8^3$ give $n(222)=0.5398$, $0.5254$, $0.5230$, and a cutoff of 6.430 Ha gives 0.5292, so the converged model value is near 0.52 to 0.53. The band values quoted here belong to the $6^3$ mesh and 4.556 Ha and are not converged to the digits shown: a $10^3$ mesh with 9.8 Ha gives $n(111)=-1.647$, $n(220)=0.277$, $n(222)=0.526$, and raises $\Omega\rho$ by about 0.4 at the bond centre, 0.14 at the nucleus and 0.04 at $2\boldsymbol\tau$. $\Omega\rho$ is 27.42 at the bond centre and 5.70 at its mirror point $2\boldsymbol\tau$ behind the atom, and the sine projection of part (c) returns 0.5254. A bond Gaussian with $\alpha_b=1$ would need $q=0.5254/(4\times0.32471)=0.405$, a figure that depends on the assumed width. Per cubic cell the value is $4\times0.5254=2.102$, larger than the rough measured size for silicon of about 1.5; the origin of the difference is not examined here. The ratio $|n(222)/n(111)|=0.319$ refers to valence electrons only. Spherical cores add to $(111)$ and not to $(222)$, which is why the reflection is weak in diffraction.

With the chosen parameters the bond and $xyz$ models agree with the band result for $(222)$ in sign and give the fractions $0.3897/0.5254=0.74$ and $0.1162/0.5254=0.22$ of it. At $(442)$, also allowed with $S=0$, the bond model gives zero because $S_b=1-1-1+1$, and the $xyz$ model has the sign opposite to the band result, a small value that keeps its sign but grows from 0.0125 to 0.017 when the cutoff is raised to about 10 Ha. At $(220)$, where $n=-2\,\mathrm{Re}F$, the band value is positive, so $\mathrm{Re}F<0$. Here $e^{-i\mathbf G\cdot\boldsymbol\tau}=-1$ and $n$ is real, so $n(220)=-\int_{\rm cell}\rho(\boldsymbol\tau+\mathbf s)\cos\mathbf G\cdot\mathbf s\,d^3s$. The cosine is 1 at both nuclei and averages to zero, so the positive sign means that the density, weighted by the cosine, is larger where the cosine is negative. At the nucleus $\Omega\rho$ is 5.73 against a mean of 8, but this dip is narrow and supplies only about 0.01 of $n(220)=0.278$; it does not explain the sign.

The self-consistent potential inherits the component. Poisson's equation gives $V_H(\mathbf G)=4\pi n/(\Omega G^2)$, and with $\Omega=270.107$ bohr$^3$, $V_H(222)=4\pi\times0.5254/(270.107\times4.4993)=0.00543$ Ha $=0.148$ eV. A nonlinear functional can produce a $(222)$ term even from spherical atoms, provided their densities overlap. The identity $|\mathbf r-\mathbf a|^2+|\mathbf r-\mathbf b|^2=2|\mathbf r-\frac{\mathbf a+\mathbf b}2|^2+\frac12|\mathbf a-\mathbf b|^2$ shows that $\rho^2$ contains Gaussians on bond midpoints, where $S_b=4$. For the spherical model the local-density (Kohn--Sham) exchange potential $-(3\rho/\pi)^{1/3}$ has $V_x(222)=0.004597$ Ha $=0.125$ eV although $n(222)=0$. In the expansion of the density or of the local potential, which are invariant under the space group, a plane-wave code may drop a star of reciprocal vectors by the phase criterion (a), and must not drop it because $S=0$. The criterion does not apply to the orbital basis, since a single orbital need not be invariant.

The numerical check below finds the 48 operations by mapping atoms onto atoms and compares criterion (a) with orbit sums of random points for all $|h|,|k|,|l|\le4$. It compares the model formulas with Fourier transforms of real-space lattice sums on a $24^3$ grid, Eq.~(\ref{conv}) with the transform of $|u|^2$, part (c) with an explicit even and odd split of the band density, and $n^{(2)}$ with diagonalization.

\section*{Computed results}
\begin{verbatim}
a = 5.43 A = 10.2612 bohr, Omega = 270.107 bohr^3, 2pi/a = 0.61232 1/bohr
bond length = 4.4432 bohr, |G222|^2 = 4.4993 1/bohr^2
Z = 4.0 e, alpha = 0.5 bohr^-2, beta = -0.3 e/bohr^3, gamma = 0.05 e/bohr^4
q = 0.3 e per bond, alpha_b = 1.0 bohr^-2, atom charge = 3.4 e
form factors v3, v8, v11 = -0.105, 0.020, 0.040 Ha; FFT grid 24^3
space-group operations = 48, fixing (222) = 6
n(hkl) in e/primitive cell; S dimensionless
hkl  forbid  S_atom  S_bond     sph    +l=4  +l=4,3    bond     EPM
111  False -1.4142 -2.0000 -3.2235 -3.2099 -3.2654 -3.1929 -1.6485
200   True  0.0000  0.0000  0.0000  0.0000  0.0000  0.0000  0.0000
220  False -2.0000  0.0000 -1.7855 -1.7654 -1.7654 -1.5176  0.2780
311  False -1.4142  2.0000 -0.7194 -0.7326 -0.6954 -0.3975  0.4704
222  False  0.0000  4.0000  0.0000  0.0000  0.1162  0.3897  0.5254
400  False -2.0000  4.0000 -0.3985 -0.4702 -0.4702 -0.0709  0.2753
442  False  0.0000  0.0000  0.0000  0.0000 -0.0052  0.0000  0.0125
Gx*Gy*Gz(222) = 1.8367 bohr^-3
exp(-G^2/4alpha) = 0.10544, exp(-G^2/4alpha_b) = 0.32471
Im F(222): l=3 model = -0.05810 e, half-bond model = -0.19483 e
spherical model: max |Omega*rho_odd| about atom = 34.300 e/cell
Slater V_x(222), spherical model = 0.004597 Ha = 0.1251 eV
EPM cutoffs = 4.556 Ha and 6.430 Ha
plane waves at Gamma = 137 and 181
EPM n(222), mesh 4^3, 6^3, 8^3 = 0.5398, 0.5254, 0.5230 e/cell
EPM n(222), mesh 6^3, larger cutoff = 0.5292 e/cell
EPM n(222) per cubic cell (6^3) = 2.102 e
EPM |n(222)/n(111)| = 0.319
EPM gap on 6^3 mesh = 0.943 eV
EPM Omega*rho: bond centre = 27.42, atom = 5.73, back-bond = 5.70 e/cell
EPM integral rho_odd sin(G.s) = 0.5254 e/cell
equivalent bond charge n(222)/(4 exp) at alpha_b = 0.405 e
V_H(222) = 0.00543 Ha = 0.1478 eV
V(1, 1, 1) = 0.07425 Ha, E_G = 0.5624 Ha
V(-1, 1, 1) = -0.07425 Ha, E_G = 0.5624 Ha
V(3, 1, 1) = -0.02828 Ha, E_G = 2.0622 Ha
V(3, 1, -1) = -0.02828 Ha, E_G = 2.0622 Ha
V(-1, 1, 3) = -0.02828 Ha, E_G = 2.0622 Ha
E_G(222) = 2.2496 Ha
Gamma orbital, 2nd order: 0.023458 + 0.029421 = 0.052878 e
diagonalization, lambda = 0.01: 2nd order 0.052877 e, 1st order -3.4e-07 e
\end{verbatim}
